# The H2+ ground state by separation in prolate spheroidal coordinates: a program that tests the result

```python
"""
Ground state of H2+ with fixed protons, in Hartree atomic units.
Result under test: the electronic energy at R = 2 bohr is -1.1026342 hartree.

r_a, r_b : distances from the electron to the protons at z = -R/2, +R/2
xi = (r_a + r_b)/R, eta = (r_a - r_b)/R, p^2 = -R^2 E/2
Angular: ((1-eta^2) Y')' + p^2 eta^2 Y = A Y
Radial:  ((xi^2-1) X')' + (2 R xi - p^2 xi^2) X = mu X
The energy follows from F(p) = A(p) + mu(p) = 0, largest eigenvalues taken.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import laguerre, legendre
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto

R = 2.0
N_RAD, N_ANG = 40, 12


def angular_matrix(p, size):
    """Matrix in normalized Legendre functions with l = 0, 2, 4, ..."""
    l = 2.0 * np.arange(size)

    def c(k):
        return (k + 1) / np.sqrt((2 * k + 1) * (2 * k + 3))

    c_below = np.zeros(size)
    c_below[1:] = c(l[1:] - 1)
    diagonal = -l * (l + 1) + p**2 * (c(l)**2 + c_below**2)
    off = p**2 * c(l[:-1]) * c(l[:-1] + 1)
    return np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)


def radial_matrix(p, size):
    """Matrix in sqrt(2p) exp(-x/2) L_n(x), x = 2p(xi-1)."""
    n = np.arange(size, dtype=float)
    diagonal = (2 * R - p**2 - 2 * p * (2 * n + 1)
                - (2 * n**2 + 2 * n + 1) + R / p * (2 * n + 1))
    off = (n[:-1] + 1) * (n[:-1] + 1 - R / p)
    return np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)


def top_eigenvalues(p, n_rad=N_RAD, n_ang=N_ANG):
    a = np.linalg.eigvalsh(angular_matrix(p, n_ang))[-1]
    mu = np.linalg.eigvalsh(radial_matrix(p, n_rad))[-1]
    return a, mu


def solve_p(n_rad=N_RAD, n_ang=N_ANG):
    return brentq(lambda p: sum(top_eigenvalues(p, n_rad, n_ang)),
                  0.5, 3.0, xtol=1e-14, rtol=1e-14)


# Test: separated operator against the Cartesian Hamiltonian, trial energy.
x, y, z, s, t = sp.symbols("x y z s t", real=True)
R_exact, E_trial = sp.Integer(2), sp.Rational(-7, 10)
ra = sp.sqrt(x**2 + y**2 + (z + R_exact / 2)**2)
rb = sp.sqrt(x**2 + y**2 + (z - R_exact / 2)**2)
f = sp.exp(-s * sp.Rational(4, 5)) * (1 + t / 5 + t**2 / 3) * (1 + s**2 / 7)
to_cartesian = {s: (ra + rb) / R_exact, t: (ra - rb) / R_exact}
f_xyz = f.subs(to_cartesian)
residual = (-sum(sp.diff(f_xyz, v, 2) for v in (x, y, z)) / 2
            - (1 / ra + 1 / rb + E_trial) * f_xyz)
p2_trial = -R_exact**2 * E_trial / 2
separated = (sp.diff((s**2 - 1) * sp.diff(f, s), s)
             + sp.diff((1 - t**2) * sp.diff(f, t), t)
             + (2 * R_exact * s - p2_trial * (s**2 - t**2)) * f)
spot = {x: sp.Rational(3, 5), y: sp.Rational(-2, 5), z: sp.Rational(7, 10)}
s_spot = sp.N(to_cartesian[s].subs(spot), 30)
t_spot = sp.N(to_cartesian[t].subs(spot), 30)
left = float(-R_exact**2 * (s_spot**2 - t_spot**2) / 2
             * sp.N(residual.subs(spot), 30))
right = float(separated.subs({s: s_spot, t: t_spot}))
separation_error = abs(left - right)
assert separation_error < 1e-12

# Test: both matrices against quadrature of the defining bilinear forms.
nodes, weights = legendre.leggauss(240)
p_test, size_test = 1.1, 6
tau, w_tau = 20 * (nodes + 1), 20 * weights
xi_q = 1 + tau
rad, d_rad, ang, d_ang = [], [], [], []
for n in range(size_test):
    unit = np.eye(size_test)[n]
    lag = laguerre.lagval(2 * p_test * tau, unit)
    d_lag = laguerre.lagval(2 * p_test * tau, laguerre.lagder(unit))
    envelope = np.sqrt(2 * p_test) * np.exp(-p_test * tau)
    rad.append(envelope * lag)
    d_rad.append(envelope * (2 * p_test * d_lag - p_test * lag))
    leg = np.zeros(2 * n + 1)
    leg[-1] = np.sqrt((4 * n + 1) / 2)
    ang.append(legendre.legval(nodes, leg))
    d_ang.append(legendre.legval(nodes, legendre.legder(leg))
                 * np.ones_like(nodes))
rad, d_rad, ang, d_ang = map(np.array, (rad, d_rad, ang, d_ang))
rad_quad = ((rad * w_tau * (2 * R * xi_q - p_test**2 * xi_q**2)) @ rad.T
            - (d_rad * w_tau * (xi_q**2 - 1)) @ d_rad.T)
ang_quad = ((ang * weights * p_test**2 * nodes**2) @ ang.T
            - (d_ang * weights * (1 - nodes**2)) @ d_ang.T)
rad_error = np.max(np.abs(rad_quad - radial_matrix(p_test, size_test)))
ang_error = np.max(np.abs(ang_quad - angular_matrix(p_test, size_test)))
assert rad_error < 1e-8 and ang_error < 1e-8

# Solution and convergence with the sizes of the two bases.
sizes = [(1, 1), (2, 2), (3, 3), (4, 4), (6, 6), (10, 8), (20, 10),
         (N_RAD, N_ANG)]
p_values = [solve_p(*size) for size in sizes]
energies = [-2 * p**2 / R**2 for p in p_values]
assert all(b <= a + 1e-10 for a, b in zip(energies, energies[1:]))
assert abs(energies[-1] - energies[-2]) < 1e-9
p_root, energy = p_values[-1], energies[-1]
assert abs(energy + 1.1026342) < 5e-8
assert sum(top_eigenvalues(0.5)) > 0 > sum(top_eigenvalues(3.0))
p_hand = p_values[0]
hand_residual = 2 * R - 2 * p_hand**2 / 3 - 2 * p_hand - 1 + R / p_hand
assert abs(hand_residual) < 1e-10

# Eigenfunctions at the root, normalized separately.
A_root, mu_root = top_eigenvalues(p_root)
coef_rad = np.linalg.eigh(radial_matrix(p_root, N_RAD))[1][:, -1]
coef_ang = np.linalg.eigh(angular_matrix(p_root, N_ANG))[1][:, -1]
coef_rad = coef_rad * np.sign(coef_rad[0])
coef_ang = coef_ang * np.sign(coef_ang[0])
legendre_series = np.zeros(2 * N_ANG - 1)
legendre_series[::2] = coef_ang * np.sqrt((4 * np.arange(N_ANG) + 1) / 2)


def X(xi):
    u = xi - 1
    return (np.sqrt(2 * p_root) * np.exp(-p_root * u)
            * laguerre.lagval(2 * p_root * u, coef_rad))


def Y(eta):
    return legendre.legval(eta, legendre_series)


assert np.all(X(np.linspace(1, 8, 400)) > 0)
assert np.all(Y(np.linspace(-1, 1, 400)) > 0)

# Test: slope of F by finite differences against expectation values.
tau, w_tau = 10 * (nodes + 1), 10 * weights
norm_X = np.sum(w_tau * X(1 + tau)**2)
norm_Y = np.sum(weights * Y(nodes)**2)
assert abs(norm_X - 1) < 1e-9 and abs(norm_Y - 1) < 1e-9
mean_xi2 = np.sum(w_tau * (1 + tau)**2 * X(1 + tau)**2)
mean_eta2 = np.sum(weights * nodes**2 * Y(nodes)**2)
dq = 1e-3
slope = (sum(top_eigenvalues(np.sqrt(p_root**2 + dq)))
         - sum(top_eigenvalues(np.sqrt(p_root**2 - dq)))) / (2 * dq)
assert abs(slope - (mean_eta2 - mean_xi2)) < 1e-5


# Test: the product function in the Cartesian Schroedinger equation.
def psi(point):
    a = np.linalg.norm(point + np.array([0, 0, R / 2]))
    b = np.linalg.norm(point - np.array([0, 0, R / 2]))
    return X((a + b) / R) * Y((a - b) / R)


def local_energy(point, h=0.01):
    laplacian = 0.0
    for axis in np.eye(3):
        laplacian += sum(c * psi(point + k * h * axis) for k, c in
                         zip(range(-2, 3), (-1, 16, -30, 16, -1)))
    laplacian /= 12 * h**2
    a = np.linalg.norm(point + np.array([0, 0, R / 2]))
    b = np.linalg.norm(point - np.array([0, 0, R / 2]))
    return -laplacian / (2 * psi(point)) - 1 / a - 1 / b


points = np.array([[0.6, 0.2, 0.3], [1.1, -0.4, 1.5],
                   [0.3, 0.5, -2.0], [2.0, 1.0, 0.0]])
local = np.array([local_energy(point) for point in points])
local_error = np.max(np.abs(local - energy))
assert local_error < 1e-6

# Test: variational energy in Gaussians centred on the protons.
shells = []
for ang_l, first, count in ((0, 0.05, 13), (1, 0.12, 7),
                            (2, 0.25, 5), (3, 0.45, 3)):
    shells += [[ang_l, [first * 2.3**k, 1.0]] for k in range(count)]
mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
            unit="Bohr", charge=1, spin=1, basis={"H": shells}, verbose=0)
overlap = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
s_val, s_vec = np.linalg.eigh(overlap)
keep = s_val > 1e-8
ortho = s_vec[:, keep] / np.sqrt(s_val[keep])
gauss_energy = np.linalg.eigvalsh(ortho.T @ core @ ortho)[0]
assert 0 < gauss_energy - energy < 5e-5

hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"Proton distance R = {R:.1f} bohr")
print("p, A, mu, F (all dimensionless):")
for p in (1.3, 1.4, 1.5, 1.6):
    a, mu = top_eigenvalues(p)
    print(f"  {p:.1f}  {a:.6f}  {mu:.6f}  {a + mu:.6f}")
print("Radial size, angular size, p, electronic energy (hartree):")
for (n_r, n_a), p, e in zip(sizes, p_values, energies):
    print(f"  {n_r:2d}  {n_a:2d}  {p:.8f}  {e:.9f}")
print(f"Root p = {p_root:.8f} (dimensionless)")
print(f"R/p at the root = {R / p_root:.6f} (dimensionless)")
print(f"A at the root = {A_root:.8f} (dimensionless)")
print(f"mu at the root = {mu_root:.8f} (dimensionless)")
print(f"Electronic energy = {energy:.7f} hartree")
print(f"Electronic energy = {energy * hartree_ev:.5f} eV")
print(f"Proton repulsion = {1 / R:.7f} hartree")
print(f"Total energy = {energy + 1 / R:.7f} hartree")
print("First radial coefficients (n = 0..3, dimensionless):")
print("  " + "  ".join(f"{c:.6f}" for c in coef_rad[:4]))
print("First angular coefficients (l = 0,2,4,6, dimensionless):")
print("  " + "  ".join(f"{c:.7f}" for c in coef_ang[:4]))
print(f"Mean xi^2 with weight X^2 = {mean_xi2:.6f} (dimensionless)")
print(f"Mean eta^2 with weight Y^2 = {mean_eta2:.6f} (dimensionless)")
print(f"Slope dF/d(p^2), finite difference = {slope:.6f} (dimensionless)")
print(f"Separation identity error = {separation_error:.1e} (atomic units)")
print(f"Radial matrix error = {rad_error:.1e} (dimensionless)")
print(f"Angular matrix error = {ang_error:.1e} (dimensionless)")
print(f"Largest local-energy error = {local_error:.1e} hartree")
print(f"Gaussian-basis energy = {gauss_energy:.7f} hartree")
print(f"Gaussian minus spheroidal = {gauss_energy - energy:.1e} hartree")
print("OK")
```

Printed output:

```
Proton distance R = 2.0 bohr
p, A, mu, F (all dimensionless):
  1.3  0.607771  0.295869  0.903640
  1.4  0.713515  -0.303984  0.409531
  1.5  0.829865  -0.901340  -0.071474
  1.6  0.957457  -1.501976  -0.544520
Radial size, angular size, p, electronic energy (hartree):
   1   1  1.46589475  -1.074423705
   2   2  1.48492300  -1.102498158
   3   3  1.48501261  -1.102631232
   4   4  1.48501448  -1.102634001
   6   6  1.48501462  -1.102634212
  10   8  1.48501462  -1.102634214
  20  10  1.48501462  -1.102634214
  40  12  1.48501462  -1.102634214
Root p = 1.48501462 (dimensionless)
R/p at the root = 1.346788 (dimensionless)
A at the root = 0.81172958 (dimensionless)
mu at the root = -0.81172958 (dimensionless)
Electronic energy = -1.1026342 hartree
Electronic energy = -30.00421 eV
Proton repulsion = 0.5000000 hartree
Total energy = -0.6026342 hartree
First radial coefficients (n = 0..3, dimensionless):
  0.998825  -0.048330  -0.003562  -0.000562
First angular coefficients (l = 0,2,4,6, dimensionless):
  0.9932692  0.1157812  0.0033143  0.0000442
Mean xi^2 with weight X^2 = 2.012642 (dimensionless)
Mean eta^2 with weight Y^2 = 0.404659 (dimensionless)
Slope dF/d(p^2), finite difference = -1.607983 (dimensionless)
Separation identity error = 0.0e+00 (atomic units)
Radial matrix error = 6.5e-13 (dimensionless)
Angular matrix error = 8.4e-13 (dimensionless)
Largest local-energy error = 3.0e-09 hartree
Gaussian-basis energy = -1.1026328 hartree
Gaussian minus spheroidal = 1.4e-06 hartree
OK
```
